# The in-plane stress of a (001) silicon film under biaxial strain

**Question**

I have to show that a (001) silicon film with a free top surface needs an in-plane stress near 1.8 GPa to hold one percent biaxial strain. I am using the rough values \(C_{11}=166\) GPa, \(C_{12}=64\) GPa and \(C_{44}=80\) GPa.

I have tried two routes. Young's modulus along [100] is about 130 GPa, so Hooke's law gives 1.3 GPa. Alternatively, I put \(\varepsilon_{xx}=\varepsilon_{yy}=0.01\) into the cubic stress–strain relation and get \((C_{11}+C_{12})\times0.01=2.3\) GPa. The wanted answer lies between them. What is wrong with each, and where does the free surface enter?

**Answer**

Each of your numbers answers a different loading problem. The first lets the film contract sideways in the plane, which biaxial strain forbids. The second holds the thickness fixed, which a free surface does not do.

**Setting up the stress**

Take \(x\) and \(y\) along the in-plane cube axes and \(z\) along the surface normal. Extension and tension are positive. The film is flat, free of dislocations and much wider than it is thick. Its elastic strain is \(\varepsilon_{xx}=\varepsilon_{yy}=e\), with \(\varepsilon_{xy}=0\).

For small strains, the energy per volume of a cubic crystal is

\[
\begin{aligned}
u={}&\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)\\
&+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx})\\
&+2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).
\end{aligned}
\]

The shears here are tensor components, half the engineering shears. The formulas hold unchanged in atomic units, where stress is in hartree per cubic bohr; for the numbers I use GPa and nm.

Stress is the derivative of energy with respect to strain:

\[
\sigma_{xx}=\frac{\partial u}{\partial\varepsilon_{xx}}
=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),
\]

\[
\sigma_{zz}=\frac{\partial u}{\partial\varepsilon_{zz}}
=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}).
\]

A shear component appears twice in the work, as \(zx\) and as \(xz\), so \(\partial u/\partial\varepsilon_{zx}=2\sigma_{zx}\). The derivative is \(4C_{44}\varepsilon_{zx}\), hence \(\sigma_{zx}=2C_{44}\varepsilon_{zx}\), and likewise for \(yz\).

**What the free surface does**

Without body forces, equilibrium requires

\[
\frac{\partial\sigma_{ix}}{\partial x}+\frac{\partial\sigma_{iy}}{\partial y}+\frac{\partial\sigma_{iz}}{\partial z}=0,
\qquad i=x,y,z.
\]

Far from the edges nothing varies with \(x\) or \(y\), so the first two terms vanish and each \(\sigma_{iz}\) is independent of depth. Nothing pushes or drags on the top face, so \(\sigma_{iz}=0\) there, and therefore throughout the film. This holds even if the bottom is bonded to a substrate: one free face is enough.

The two shear conditions give \(\varepsilon_{zx}=\varepsilon_{yz}=0\). The normal condition gives

\[
0=\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}e
\quad\Longrightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,e .
\]

A film stretched in its plane becomes thinner. Now insert this strain into \(\sigma_{xx}\), writing \(s\) for the in-plane stress:

\[
\begin{aligned}
s=\sigma_{xx}&=C_{11}e+C_{12}e+C_{12}\varepsilon_{zz}\\
&=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e\equiv Me .
\end{aligned}
\]

Exchanging \(x\) and \(y\) changes nothing, so \(\sigma_{yy}=s\) too. Each direction carries the full stress \(s\); it is not shared between them.

**The numbers**

For \(e=0.01\), the thickness strain is

\[
\varepsilon_{zz}=-2\times\frac{64}{166}\times0.01=-0.0077 .
\]

The biaxial modulus and stress are

\[
M=166+64-\frac{2\times64^2}{166}=230-49.35=180.65\ \text{GPa},
\]

\[
s=180.65\ \text{GPa}\times0.01=1.81\ \text{GPa}.
\]

This is the required result. In other units it is 0.0113 eV/Å³, or \(6.14\times10^{-5}\) hartree/bohr³.

**Where your two estimates belong**

Your 2.3 GPa is correct for a film whose thickness is held fixed. Then \(\varepsilon_{zz}=0\), and \(\sigma_{zz}=2C_{12}e\) is not zero. Releasing the top face lowers the in-plane stress by \(2C_{12}^2e/C_{11}\), or 0.49 GPa.

Your 1.3 GPa is correct for a bar pulled along [100] with all its side faces free. Let its length strain be \(e\) and both side strains \(-\nu e\). Zero side stress means

\[
-C_{11}\nu e+C_{12}(e-\nu e)=0
\quad\Longrightarrow\quad
\nu=\frac{C_{12}}{C_{11}+C_{12}}=0.278,
\]

and Young's modulus is

\[
E=\frac{\sigma_{xx}}{e}=C_{11}-2\nu C_{12}
=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}+C_{12}}=130.4\ \text{GPa}.
\]

To make the film, superpose two such loads, one along \(x\) and one along \(y\). The stress along \(x\) extends \(x\) by \(s/E\); the stress along \(y\) contracts \(x\) by \(\nu s/E\). Thus

\[
e=\frac{s}{E}-\frac{\nu s}{E}
\quad\Longrightarrow\quad
s=\frac{E}{1-\nu}\,e .
\]

Since \(1-\nu=C_{11}/(C_{11}+C_{12})\), dividing gives

\[
\frac{E}{1-\nu}=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}=M .
\]

So Young's modulus can be used, provided the factor \(1/(1-\nu)\) is included.

**Does the in-plane direction matter?**

For the film, no. Equal extensions along \(x\) and \(y\) with no shear look the same from any rotated pair of in-plane axes, and so does the resulting stress, \(s\) in both directions. For a bar the direction does matter. Minimising the energy for a bar along [110] gives \(E=169.7\) GPa and an in-plane \(\nu=0.0606\). Yet

\[
\frac{169.7}{1-0.0606}\ \text{GPa}=180.6\ \text{GPa},
\]

the same film modulus within rounding. Take \(E\) and \(\nu\) from the same pair of axes.

The surface orientation matters too. At the same in-plane strain, a free-surface (111) film needs 2.30 GPa with these constants. That nearly equals the fixed-thickness (001) value, but they are different quantities. In a (111) film the unequal strains along and across the normal produce shears on the cube axes, so \(C_{44}\) enters; it is absent from \((C_{11}+C_{12})e\).

**Two limits and the stored energy**

If \(C_{12}=0\), stretching the plane creates no tendency to thin. Then \(\varepsilon_{zz}=0\) and \(M=C_{11}\). For the opposite limit, factor the modulus:

\[
M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .
\]

As \(C_{12}\) approaches \(C_{11}\), \(M\) goes to zero. The relaxed film then has \(\varepsilon_{zz}=-2e\), which preserves volume to first order, and the crystal has lost its resistance to that change of shape. Silicon is far from this limit.

As the strain grows from zero to \(e\), both in-plane stresses do work, so the stored energy per volume is

\[
u=2\int_0^e Me'\,de'=Me^2=18.1\ \text{MJ/m}^3 .
\]

The factor \(\tfrac12\) from the linear rise cancels the factor 2 from the two directions. A cubic cell of side 0.543 nm holds eight atoms, or 20.0 Å³ per atom, so this is about 0.0023 eV per atom.

**How far to trust 1.8 GPa**

The elastic constants are rough room-temperature values. Shifting \(C_{11}\) and \(C_{12}\) by 2 GPa each, in all sign combinations, gives 1.77 to 1.84 GPa. If both soften by roughly \(10^{-4}\) of their value per kelvin, heating by 100 K at fixed elastic strain lowers the stress by one percent, or 0.018 GPa. Heating also changes the elastic strain itself. If the in-plane length were held fixed, silicon's expansion of about \(2.6\times10^{-6}\) per kelvin would remove a further 0.047 GPa. On a substrate, the difference between the two expansion coefficients sets this change, and it can have either sign.

Linear elasticity is also approximate at this strain. To estimate the correction, let \(\lambda_i\) be the length ratios along the axes and \(\eta_i=(\lambda_i^2-1)/2\). Use \(\eta_i\) as the normal strains in \(u\), and add the cubic terms

\[
\frac{C_{111}}6\sum_i\eta_i^3+\frac{C_{112}}2\sum_{i\ne j}\eta_i^2\eta_j+C_{123}\eta_x\eta_y\eta_z .
\]

Call the total \(W\), the energy per original volume. The free face requires \(\partial W/\partial\lambda_z=0\), and the force per current area is \((\partial W/\partial\lambda_x)/(\lambda_y\lambda_z)\). With rough constants \(C_{111}=-800\), \(C_{112}=-450\) and \(C_{123}=-70\) GPa, one percent tension needs 1.75 GPa, 3 percent below the linear value. One percent compression needs \(-1.86\) GPa, 3 percent larger in size. The linear formula gives equal sizes for both signs.

**A thin channel film**

Consider a 6 nm silicon layer grown on a crystal whose in-plane lattice spacing is one percent larger. A relaxed silicon–germanium crystal with roughly a quarter germanium is such a case. The film's force per width is \(1.807\ \text{GPa}\times6\ \text{nm}=10.8\) N/m. A surface stress of roughly 1 N/m on the top face would be 9 percent of that load. At fixed strain on a flat face it acts within the surface and leaves \(\sigma_{iz}=0\) below it, so the interior stress remains \(Me\).

Cutting the layer into narrow strips breaks the wide-film assumption. In the limiting case, the strain along the strip stays at one percent while the width relaxes completely. The strip is then your uniaxial bar: the stress along it is 1.70 GPa for a [110] strip or 1.30 GPa for a [100] strip, and the stress across it is zero. Because the base stays bonded, this limit needs a width no larger than about the thickness. For the 6 nm layer on a thick base of the same stiffness, the mean stress across the strip is about 0.1 GPa at a width of 6 nm, 0.4 GPa at 20 nm, 1.0 GPa at 60 nm and 1.5 GPa at 200 nm.

Dislocations can also remove part of the elastic strain. Here is a rough estimate of the thickness at which that becomes favourable. Take a dislocation line along [110] with slip vector \(\mathbf b=(a/2)[101]\), so \(b=0.384\) nm. The part of \(\mathbf b\) in the plane and perpendicular to the line is \(b_e=a/(2\sqrt2)=0.192\) nm. A new line at the bottom of a film of thickness \(h\) lets the film force \(sh\) per width move through \(b_e\), releasing energy \(shb_e\) per length of line.

For the cost, use a screw dislocation in an isotropic solid with shear modulus \(G\approx C_{44}\). Its engineering shear at radius \(r\) is \(b/(2\pi r)\), so

\[
\int_b^h\frac G2\left(\frac b{2\pi r}\right)^2 2\pi r\,dr
=\frac{Gb^2}{4\pi}\ln\frac hb .
\]

Equating cost and release gives \(h\approx8.3\) nm, where both sides are about 2.9 GPa nm². (A second root lies close to \(h=b\), where this continuum estimate has no meaning.) The 6 nm film lies below this. The core energy and the line's edge character, both left out, would raise the cost and so the thickness. But the crystal's shear stiffness ranges from \(C_{44}=80\) GPa down to \((C_{11}-C_{12})/2=51\) GPa, depending on the direction of shear, and a smaller \(G\) lowers the thickness. The same formula gives 5.9 nm for \(G=64\) GPa, the value that applies to a screw line along [110], and 4.1 nm for \(G=51\) GPa, both below 6 nm. With anisotropy and edge character included together, the effective modulus for the line considered here is again about 80 GPa and \(h\approx8.4\) nm. Halving the inner cutoff raises this to 11 nm. A tensile film can also relax by a single partial dislocation trailing a stacking fault. For fault energies of 50 to 70 mJ/m², the same balance then gives about 5 to 11 nm, depending on the cutoff. The margin is therefore no guarantee. It also says nothing about how fast a thicker film would relax. If dislocations do form, \(e\) in \(s=Me\) must be the elastic strain that remains, not the original lattice mismatch.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
C11 (rough input): 166 GPa
C12 (rough input): 64 GPa
C44 (rough input): 80 GPa
in-plane strain: 1.00 percent
film thickness: 6.0 nm
lattice constant (rough input): 0.543 nm
C12/C11: 0.3855
C11 + C12: 230.0 GPa
free-surface reduction 2 C12^2/C11: 49.35 GPa
biaxial modulus M: 180.65 GPa
thickness strain, formula: -0.7711 percent
thickness strain, minimised: -0.7711 percent
in-plane stress, formula: 1.8065 GPa
in-plane stress, from energy: 1.8065 GPa
in-plane stress: 0.01128 eV/angstrom^3
in-plane stress: 6.140e-05 hartree/bohr^3
force per width: 10.84 N/m
stored energy density: 18.07 MJ/m^3
volume per atom: 20.01 angstrom^3
stored energy per atom: 0.00226 eV
stress at fixed thickness: 2.300 GPa
stress in a (111) film: 2.298 GPa
Young modulus [100]: 130.38 GPa
in-plane Poisson ratio [100]: 0.2783
E/(1-nu) [100]: 180.65 GPa
uniaxial stress at 1 percent [100]: 1.304 GPa
Young modulus [110]: 169.70 GPa
in-plane Poisson ratio [110]: 0.0606
E/(1-nu) [110]: 180.65 GPa
uniaxial stress at 1 percent [110]: 1.697 GPa
third-order C111 (rough input): -800 GPa
third-order C112 (rough input): -450 GPa
third-order C123 (rough input): -70 GPa
nonlinear stress, tension: 1.750 GPa
nonlinear change, tension: -3.13 percent
nonlinear stress, compression: -1.861 GPa
nonlinear size change, compr.: 3.00 percent
assumed error in C11 and C12: 2.0 GPa
stress range from that error: 1.769 to 1.842 GPa
softening (rough input): 1.0e-04 per K
heating: 100 K
stress loss on heating: 0.018 GPa
surface stress (rough input): 1.0 N/m
surface load / thickness: 0.167 GPa
surface load / film load: 9.2 percent
Burgers vector length: 0.384 nm
misfit-relieving edge part: 0.192 nm
rough dislocation thickness: 8.3 nm
```
